# Sharp-Edged Acid Profiles from Concentration-Dependent Diffusion in a Resist: verification in Python

```python
"""Acid spreading with diffusivity D(u) = D0*(u/u0)**m, m > 0.

Result under test: an amount N released at the origin of d-dimensional space
spreads as u = A*(1 - r^2/R^2)^(1/m) inside a sharp edge R(t), u = 0 outside,
    R = [(2*K*t/(m*beta)) * (N/G)^m]^beta,   A = N/(G*R^d),
    beta = 1/(d*m + 2),   K = D0/u0^m,
    G = pi^(d/2)*Gamma(1 + 1/m)/Gamma(1 + 1/m + d/2).
First-order loss at rate k multiplies u by exp(-k*t) and replaces t in the
profile by tau = (1 - exp(-m*k*t))/(m*k), so that the edge comes to rest.
u: acid concentration, r: distance from the origin, t: time.
Lengths are in nm and times in s.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gammaln, erfc


def shape_integral(d, m):
    return float(np.exp(0.5 * d * np.log(np.pi) + gammaln(1 + 1 / m)
                        - gammaln(1 + 1 / m + d / 2)))


def edge(t, d, m, K, N):
    beta = 1 / (d * m + 2)
    return (2 * K * t / (m * beta) * (N / shape_integral(d, m)) ** m) ** beta


def profile(r, t, d, m, K, N):
    R = edge(t, d, m, K, N)
    bracket = 1 - (r / R) ** 2
    if isinstance(bracket, np.ndarray):
        bracket = np.maximum(bracket, 0.0)
    return N / (shape_integral(d, m) * R ** d) * bracket ** (1 / m)


def ball_volume(d):
    return float(np.exp(0.5 * d * np.log(np.pi) - gammaln(d / 2 + 1)))


def simulate(d, m, K, N, half_width, times, residual=0.0, loss=0.0,
             dx=0.1, length=40.0):
    """Explicit conservative finite volumes, uniform release in r < half_width."""
    n = int(round(length / dx))
    faces = np.arange(n + 1) * dx
    r = 0.5 * (faces[1:] + faces[:-1])
    volume = ball_volume(d) * (faces[1:] ** d - faces[:-1] ** d)
    area = d * ball_volume(d) * faces[1:-1] ** (d - 1)
    u = np.where(r < half_width, 1.0, 0.0)
    u *= N / np.sum(u * volume)
    t, snapshots = 0.0, []
    for target in times:
        while t < target:
            largest_D = K * u.max() ** m + residual
            dt = min(0.25 * dx ** 2 / largest_D, 0.01, target - t)
            potential = K * u ** (m + 1) / (m + 1) + residual * u
            flow = area * (potential[:-1] - potential[1:]) / dx
            u = u * (1 - loss * dt)
            u[:-1] -= dt * flow / volume[:-1]
            u[1:] += dt * flow / volume[1:]
            t += dt
        snapshots.append(u.copy())
    return r, volume, snapshots


def reach(r, u, level):
    """Outermost cell centre where u exceeds the given fraction of its peak."""
    return r[u > level * u.max()].max()


# --- transport equation and edge velocity by high-precision differentiation
mp.mp.dps = 30
worst_residual, worst_velocity = 0.0, 0.0
for d, m in [(1, 1.0), (1, 0.5), (2, 2.0), (3, 1.0), (3, 1.5)]:
    K, N, t = 0.7, 1.3, mp.mpf(2)
    R = edge(t, d, m, K, N)
    edge_speed = mp.diff(lambda s: edge(s, d, m, K, N), t)
    for fraction in (0.3, 0.6, 0.9):
        r = fraction * R
        rate = mp.diff(lambda s: profile(r, s, d, m, K, N), t)

        def power(x):
            return profile(x, t, d, m, K, N) ** (m + 1)
        divergence = K / (m + 1) * (mp.diff(power, r, 2)
                                    + (d - 1) / r * mp.diff(power, r))
        scale = profile(r, t, d, m, K, N) / t
        worst_residual = max(worst_residual,
                             float(abs(rate - divergence) / scale))
    r = 0.9999 * R
    slope = mp.diff(lambda x: profile(x, t, d, m, K, N), r)
    velocity = -K * profile(r, t, d, m, K, N) ** (m - 1) * slope
    worst_velocity = max(worst_velocity, float(abs(velocity / edge_speed - 1)))
    # amount and second moment by quadrature
    R, t = float(R), float(t)
    surface = d * ball_volume(d)
    amount = quad(lambda x: surface * x ** (d - 1)
                  * profile(x, t, d, m, K, N), 0, R)[0]
    moment = quad(lambda x: surface * x ** (d + 1)
                  * profile(x, t, d, m, K, N), 0, R)[0] / amount
    assert abs(amount / N - 1) < 1e-6
    assert abs(moment / (d * R ** 2 / (d + 2 + 2 / m)) - 1) < 1e-6
assert worst_residual < 1e-10
assert worst_velocity < 2e-4      # evaluated at 0.9999 R, not at R itself

# --- Gaussian limit: the error must vanish linearly with m
x = np.linspace(0, 6, 301)
gaussian = np.exp(-x ** 2 / 4) / np.sqrt(4 * np.pi)
limit_error = [np.max(np.abs(profile(x, 1.0, 1, m, 1.0, 1.0) - gaussian))
               / gaussian[0] for m in (0.01, 0.001)]
assert limit_error[1] < 2e-3 and 8 < limit_error[0] / limit_error[1] < 12

# --- worked example: planar release, m = 1
d, m = 1, 1.0
N, u0, D0, bake = 1.0, 0.1, 1.0, 60.0
residual_D, loss_rate, long_time = 0.1, 0.02, 300.0
K = D0 / u0 ** m
R = edge(bake, d, m, K, N)
peak = profile(0.0, bake, d, m, K, N)
speed = R / ((d * m + 2) * bake)
rms = R * np.sqrt(d / (d + 2 + 2 / m))
gauss_peak = N / (np.sqrt(2 * np.pi) * rms)
gauss_outside = erfc(R / (np.sqrt(2) * rms))
levels = (1e-3, 1e-6, 1e-9)
cell = 0.1

r, volume, (u_sim,) = simulate(d, m, K, N, 1.0, [bake], dx=cell)
distance = np.sum(np.abs(u_sim - profile(r, bake, d, m, K, N)) * volume) / N
reach_sim = [reach(r, u_sim, level) for level in levels]
assert distance < 0.01
assert abs(u_sim[0] / peak - 1) < 0.01
# the grid smears a sharp edge over a few cells
assert all(abs(value - R) < 6 * cell for value in reach_sim)

# wide release approaches the same profile
early_time = 6.0
r, volume, wide = simulate(d, m, K, N, 4.0, [early_time, bake], dx=cell)
wide_distance = [np.sum(np.abs(u - profile(r, t, d, m, K, N)) * volume) / N
                 for u, t in zip(wide, (early_time, bake))]
assert wide_distance[1] < wide_distance[0] / 4

# residual diffusivity removes the edge
r, volume, (u_res,) = simulate(d, m, K, N, 1.0, [bake], residual=residual_D,
                               dx=cell)
reach_res = [reach(r, u_res, level) for level in levels]
outside_res = np.sum((u_res * volume)[r > R]) / N
outside_sim = np.sum((u_sim * volume)[r > R]) / N
assert reach_res[1] - reach_res[0] > 1.5 and reach_res[2] - reach_res[1] > 1.5
assert outside_res > 10 * outside_sim

# first-order loss: rescaled time and resting edge


def rescaled_time(t):
    return (1 - np.exp(-m * loss_rate * t)) / (m * loss_rate)


r, volume, lossy = simulate(d, m, K, N, 1.0, [bake, long_time],
                            loss=loss_rate, dx=cell)
R_loss = [edge(rescaled_time(t), d, m, K, N) for t in (bake, long_time)]
R_rest = edge(1 / (m * loss_rate), d, m, K, N)
reach_loss = [reach(r, u, 1e-3) for u in lossy]
left = np.exp(-loss_rate * bake)
left_sim = np.sum(lossy[0] * volume) / N
predicted = left * profile(r, rescaled_time(bake), d, m, K, N)
loss_distance = np.sum(np.abs(lossy[0] - predicted) * volume) / (N * left)
assert abs(left_sim / left - 1) < 2e-3
assert loss_distance < 0.01
assert all(abs(a - b) < 4 * cell for a, b in zip(reach_loss, R_loss))
assert abs(reach_loss[1] - R_rest) < 4 * cell

# --- second geometry: line release, m = 2, where the edge is vertical
N_line, K_line = 10.0, D0 / u0 ** 2
r, volume, (u_line,) = simulate(2, 2.0, K_line, N_line, 2.0, [bake], dx=cell)
R_line = edge(bake, 2, 2.0, K_line, N_line)
reach_line = reach(r, u_line, 1e-3)
line_distance = np.sum(np.abs(u_line - profile(r, bake, 2, 2.0, K_line, N_line))
                       * volume) / N_line
assert line_distance < 0.03 and abs(reach_line - R_line) < 4 * cell

print(f"largest relative residual of equation: {worst_residual:.1e}")
print(f"largest relative edge-velocity error: {worst_velocity:.1e}")
print(f"Gaussian-limit error, m=0.01:  {limit_error[0]:.2e} of peak")
print(f"Gaussian-limit error, m=0.001: {limit_error[1]:.2e} of peak")
print("PLANAR RELEASE, d=1, m=1")
print(f"amount N: {N:.1f} nm^-2")
print(f"reference concentration u0: {u0:.1f} nm^-3")
print(f"diffusivity D0 at u0: {D0:.1f} nm^2/s")
print(f"coefficient K: {K:.1f} nm^5/s")
print(f"bake time: {bake:.0f} s")
print(f"shape integral G: {shape_integral(d, m):.4f}")
print(f"edge R: {R:.2f} nm")
print(f"peak concentration: {peak:.4f} nm^-3")
print(f"diffusivity at peak: {K * peak ** m:.3f} nm^2/s")
print(f"edge speed: {speed:.4f} nm/s")
print(f"rms width: {rms:.2f} nm")
print(f"edge for doubled amount: {edge(bake, d, m, K, 2 * N):.2f} nm")
print(f"equal-variance Gaussian peak: {gauss_peak:.4f} nm^-3")
print(f"Gaussian fraction beyond R: {100 * gauss_outside:.2f} %")
print(f"grid cell: {cell:.1f} nm")
print(f"simulated peak: {u_sim[0]:.4f} nm^-3")
print(f"profile distance, narrow release: {distance:.1e} of N")
print(f"wide release, distance at {early_time:.0f} s: {wide_distance[0]:.4f} of N")
print(f"wide release, distance at {bake:.0f} s: {wide_distance[1]:.4f} of N")
print("reach at fraction of peak: D(0)=0 / residual D / Gaussian")
for level, a, b in zip(levels, reach_sim, reach_res):
    g = rms * np.sqrt(-2 * np.log(level))
    print(f"  {level:.0e}: {a:.2f} / {b:.2f} / {g:.2f} nm")
print(f"residual diffusivity: {residual_D:.1f} nm^2/s")
print(f"simulated fraction beyond R, D(0)=0: {100 * outside_sim:.4f} %")
print(f"simulated fraction beyond R, residual D: {100 * outside_res:.2f} %")
print("WITH FIRST-ORDER LOSS")
print(f"loss rate k: {loss_rate:.2f} s^-1")
print(f"rescaled time at {bake:.0f} s: {rescaled_time(bake):.2f} s")
print(f"fraction left at {bake:.0f} s: {left:.4f}, simulated {left_sim:.4f}")
print(f"edge at {bake:.0f} s: {R_loss[0]:.2f} nm, simulated {reach_loss[0]:.2f} nm")
print(f"edge at {long_time:.0f} s: {R_loss[1]:.2f} nm, simulated {reach_loss[1]:.2f} nm")
print(f"resting edge: {R_rest:.2f} nm")
print(f"profile distance with loss: {loss_distance:.1e} of amount left")
print("LINE RELEASE, d=2, m=2")
print(f"amount: {N_line:.0f} nm^-1, K: {K_line:.0f} nm^8/s")
print(f"release radius: 2 nm, time: {bake:.0f} s")
print(f"edge: {R_line:.2f} nm, simulated {reach_line:.2f} nm")
print(f"profile distance: {line_distance:.1e} of amount")
print("all tests passed")
```

Output:

```
largest relative residual of equation: 1.7e-15
largest relative edge-velocity error: 1.0e-04
Gaussian-limit error, m=0.01:  7.56e-03 of peak
Gaussian-limit error, m=0.001: 7.58e-04 of peak
PLANAR RELEASE, d=1, m=1
amount N: 1.0 nm^-2
reference concentration u0: 0.1 nm^-3
diffusivity D0 at u0: 1.0 nm^2/s
coefficient K: 10.0 nm^5/s
bake time: 60 s
shape integral G: 1.3333
edge R: 13.92 nm
peak concentration: 0.0539 nm^-3
diffusivity at peak: 0.539 nm^2/s
edge speed: 0.0774 nm/s
rms width: 6.23 nm
edge for doubled amount: 17.54 nm
equal-variance Gaussian peak: 0.0641 nm^-3
Gaussian fraction beyond R: 2.53 %
grid cell: 0.1 nm
simulated peak: 0.0538 nm^-3
profile distance, narrow release: 3.1e-04 of N
wide release, distance at 6 s: 0.1602 of N
wide release, distance at 60 s: 0.0193 of N
reach at fraction of peak: D(0)=0 / residual D / Gaussian
  1e-03: 13.95 / 19.35 / 23.15 nm
  1e-06: 14.05 / 23.85 / 32.73 nm
  1e-09: 14.05 / 27.45 / 40.09 nm
residual diffusivity: 0.1 nm^2/s
simulated fraction beyond R, D(0)=0: 0.0013 %
simulated fraction beyond R, residual D: 2.59 %
WITH FIRST-ORDER LOSS
loss rate k: 0.02 s^-1
rescaled time at 60 s: 34.94 s
fraction left at 60 s: 0.3012, simulated 0.3012
edge at 60 s: 11.63 nm, simulated 11.65 nm
edge at 300 s: 13.09 nm, simulated 13.05 nm
resting edge: 13.10 nm
profile distance with loss: 6.3e-04 of amount left
LINE RELEASE, d=2, m=2
amount: 10 nm^-1, K: 100 nm^8/s
release radius: 2 nm, time: 60 s
edge: 9.68 nm, simulated 9.65 nm
profile distance: 4.9e-04 of amount
all tests passed
```
